\section*{Parametric Instability Threshold of a Strain-Driven In-Plane Magnet}

Let $\mathbf m$ be the unit vector along the magnetization of a thin single-domain film of saturation magnetization $M_s$. The axes $x,y$ lie in the plane and $z$ is normal to it. At rest $\mathbf m$ points along $x$, which is the direction of the applied field $B_0$ and of the in-plane easy axis. Fields are in tesla, $\gamma>0$ is the gyromagnetic ratio in angular units, and $\alpha$ is the Gilbert damping. The energy density is
\begin{equation}
E=-M_sB_0m_x-Km_x^2+\tfrac12M_sB_p\,m_z^2 ,\qquad B_p=\mu_0M_s-\frac{2K_i}{M_st},
\end{equation}
where $K$ is the in-plane uniaxial anisotropy, $K_i$ the perpendicular interface anisotropy per area and $t$ the thickness. The motion is taken as uniform over the film.

The phrase ``modulated in-plane anisotropy'' needs care. For small tilts $m_x^2=1-m_y^2-m_z^2$ and $m_x\simeq1-\tfrac12(m_y^2+m_z^2)$, so that, apart from a constant,
\begin{equation}
E=\tfrac12M_s\left(B_ym_y^2+B_zm_z^2\right),\quad B_y=B_0+\frac{2K}{M_s},\quad B_z=B_y+B_p .
\end{equation}
The two stiffness fields $B_y$ and $B_z$ are assumed positive. The anisotropy $K$ enters both of them, because turning $\mathbf m$ away from $x$ costs the same anisotropy energy whether it turns within the plane or out of it. A modulation $K\to K+k\cos\Omega t$ therefore adds $b\cos\Omega t$, with $b=2k/M_s$, to both fields. A term $Km_y^2$ would instead change $B_y$ alone. To cover all such cases, let
\begin{equation}
B_y\to B_y(1+\eta_y\cos\Omega t),\qquad B_z\to B_z(1+\eta_z\cos\Omega t),
\end{equation}
with $\eta_y=b_y/B_y$ and $\eta_z=b_z/B_z$ the relative modulations. The equilibrium stays on $x$ throughout, so the drive exerts no torque on the magnet at rest. It can act on a tilt that is already there, and the question is when such a tilt grows.

The motion obeys the Landau--Lifshitz--Gilbert equation
\begin{equation}
\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m},\qquad \mathbf B=-\frac1{M_s}\frac{\partial E}{\partial\mathbf m}.
\end{equation}
A field along $\mathbf m$ gives no torque, so the quadratic energy may be used, with $\mathbf B=(0,-B_ym_y,-B_zm_z)$. Write $y=m_y$, $z=m_z$, $\omega_y=\gamma B_y$, $\omega_z=\gamma B_z$. To first order in the tilts, $(\mathbf m\times\mathbf B)_y=B_zz$ and $(\mathbf m\times\mathbf B)_z=-B_yy$, while $(\mathbf m\times\dot{\mathbf m})_y=-\dot z$ and $(\mathbf m\times\dot{\mathbf m})_z=\dot y$. Hence
\begin{equation}
\dot y=-\omega_zz-\alpha\dot z,\qquad \dot z=\omega_yy+\alpha\dot y .
\end{equation}
Inserting each equation in the other separates the derivatives:
\begin{equation}
(1+\alpha^2)\dot y=-\omega_zz-\alpha\omega_yy,\qquad
(1+\alpha^2)\dot z=\omega_yy-\alpha\omega_zz .
\label{lin}
\end{equation}
Without drive, trial solutions $e^{\lambda t}$ give
\begin{equation}
\lambda^2+\frac{\alpha(\omega_y+\omega_z)}{1+\alpha^2}\lambda+\frac{\omega_y\omega_z}{1+\alpha^2}=0 .
\end{equation}
For weak damping the roots are $\lambda\simeq-\Gamma\pm i\omega_0$, with
\begin{equation}
\omega_0=\gamma\sqrt{B_yB_z},\qquad \Gamma=\tfrac12\alpha\gamma(B_y+B_z).
\end{equation}
Here $\Gamma$ is the decay rate of the amplitude; the energy decays at $2\Gamma$. Setting $\alpha=0$ and $y=y_0\cos\omega_0t$ in $\dot z=\omega_yy$ gives $z=(\omega_y/\omega_0)y_0\sin\omega_0t$. The tip of $\mathbf m$ thus traces an ellipse whose in-plane to out-of-plane axis ratio is
\begin{equation}
r=\frac{\omega_0}{\omega_y}=\sqrt{\frac{B_z}{B_y}},\qquad\text{so that}\qquad \frac{\Gamma}{\omega_0}=\frac{\alpha}{2}\left(r+\frac1r\right).
\end{equation}
At a given frequency, a more elongated ellipse decays faster.

The ellipse becomes a circle in the scaled variables $y=\sqrt r\,u$, $z=v/\sqrt r$. Since $\omega_z/r=r\omega_y=\omega_0$, the driven equations without damping read
\begin{equation}
\dot u=-\omega_0(1+\eta_z\cos\Omega t)v,\qquad \dot v=\omega_0(1+\eta_y\cos\Omega t)u .
\end{equation}
Form $s=u+iv$ and use $u=(s+s^*)/2$, $iv=(s-s^*)/2$:
\begin{equation}
\dot s=i\omega_0s+\frac{i\omega_0}{2}\cos\Omega t\,\big[(\eta_y+\eta_z)s+(\eta_y-\eta_z)s^*\big].
\end{equation}
The damping terms of (\ref{lin}), to first order in $\alpha$ and with their small modulation dropped, add $-\alpha(\omega_yu+i\omega_zv)$. The same substitution turns this into
\begin{equation}
-\Gamma s+\kappa s^*,\qquad \kappa=\tfrac12\alpha(\omega_z-\omega_y).
\end{equation}

Near twice resonance, set $s=A(t)e^{i\Omega t/2}$, so that $A$ varies slowly. Then $s^*e^{-i\Omega t/2}=A^*e^{-i\Omega t}$, and
\begin{equation}
\cos\Omega t\;A^*e^{-i\Omega t}=\tfrac12A^*\left(1+e^{-2i\Omega t}\right).
\end{equation}
The constant part is the parametric coupling. The term in $\cos\Omega t\,A$ and the term $\kappa A^*e^{-i\Omega t}$ both oscillate fast and average out at leading order. What remains is
\begin{equation}
\dot A=(i\delta-\Gamma)A+iVA^*,\qquad \delta=\omega_0-\frac{\Omega}{2},\qquad V=\frac{\omega_0}{4}(\eta_y-\eta_z).
\label{slow}
\end{equation}

The discarded terms act back at second order. Take the part $iVA^*e^{-2i\Omega t}$. It produces a small response $a=-(V/2\Omega)A^*e^{-2i\Omega t}$. The same coupling acting on $a^*=-(V/2\Omega)Ae^{2i\Omega t}$ returns the slow term $-i(V^2/2\Omega)A$, which with $\Omega\simeq2\omega_0$ is a frequency shift $-V^2/4\omega_0$. In the same way $\kappa A^*e^{-i\Omega t}$ gives a shift $-\kappa^2/2\omega_0$. For the $\cos\Omega t\,A$ term, the responses at $+\Omega$ and $-\Omega$ have opposite signs and their returns cancel at this order. Equation (\ref{slow}) thus requires $\Gamma$, $|\delta|$, $|V|$ and the modulation rates $\omega_0|\eta_{y,z}|$ to be small compared with $\omega_0$.

Put $A=p+iq$. Because $iVA^*=Vq+iVp$, the real and imaginary parts are
\begin{equation}
\dot p=-\Gamma p+(V-\delta)q,\qquad \dot q=-\Gamma q+(V+\delta)p .
\end{equation}
With $p,q\propto e^{\lambda t}$ this gives $(\lambda+\Gamma)^2=V^2-\delta^2$, hence
\begin{equation}
\lambda=-\Gamma\pm\sqrt{V^2-\delta^2}.
\label{growth}
\end{equation}
If $|V|<|\delta|$ the root is imaginary and the tilt decays at the rate $\Gamma$. Growth requires the root to be real and larger than $\Gamma$:
\begin{equation}
\boxed{\;\frac{\omega_0}{4}\left|\frac{b_y}{B_y}-\frac{b_z}{B_z}\right|>\sqrt{\Gamma^2+\delta^2}\;}
\label{threshold}
\end{equation}
At fixed drive above the tuned threshold, this means $|\delta|<\sqrt{V^2-\Gamma^2}$. Since $\Omega=2\omega_0-2\delta$, the unstable pump frequencies fill a window of full width $4\sqrt{V^2-\Gamma^2}$ in $\Omega$.

The difference of relative modulations can be understood from the work done by the drive. Without damping the energy changes through its explicit time dependence alone,
\begin{equation}
\dot E=-\tfrac12M_s\Omega\sin\Omega t\,(b_yy^2+b_zz^2).
\end{equation}
On the ellipse, with phase $\varphi$, $y^2=\tfrac12y_0^2(1+\cos2\varphi)$ and $z^2=\tfrac12z_0^2(1-\cos2\varphi)$: the squared tilts oscillate in antiphase at twice the precession frequency. Since $B_yy_0^2=B_zz_0^2$, the part of the bracket that can do net work is $\tfrac12B_yy_0^2(\eta_y-\eta_z)\cos2\varphi$. At the most favourable phase the average of $-\sin\Omega t\cos2\varphi$ has magnitude $\tfrac12$, and the mean power is $\tfrac18M_s\Omega B_yy_0^2|\eta_y-\eta_z|$. Divided by the energy $\tfrac12M_sB_yy_0^2$, this is $\tfrac14\Omega|\eta_y-\eta_z|=2|V|$. On tune, the threshold is the point where this relative gain equals the relative loss $2\Gamma$.

For the uniaxial modulation $-k\cos\Omega t\,m_x^2$, $b_y=b_z=b$ and
\begin{equation}
\omega_0|\eta_y-\eta_z|=\gamma\sqrt{B_yB_z}\;b\left(\frac1{B_y}-\frac1{B_z}\right)=\gamma b\left(r-\frac1r\right)
\end{equation}
for $B_z>B_y$. The threshold becomes
\begin{equation}
b_{\rm th}=\frac{4\sqrt{\Gamma^2+\delta^2}}{\gamma(r-1/r)},\qquad
b_{\rm th}\big|_{\delta=0}=2\alpha\sqrt{B_yB_z}\,\frac{B_z+B_y}{B_z-B_y}.
\label{uni}
\end{equation}
For a strongly elliptical mode, $B_z\gg B_y$, the tuned value tends to $2\alpha\omega_0/\gamma$. Far from tune, $|\delta|\gg\Gamma$, damping drops out and $b_{\rm th}\simeq4|\delta|/[\gamma(r-1/r)]$. As the precession becomes circular the threshold diverges. The weak-drive condition $b_{\rm th}\ll B_y$ is lost before that: near $r=1$ the tuned ratio is $b_{\rm th}/B_y\simeq4\alpha/(r^2-1)$, so (\ref{uni}) needs $r^2-1\gg4\alpha$.

Two other modulations are useful for comparison. If $B_y$ alone is modulated, the tuned threshold is $\eta_y=4\Gamma/\omega_0=2\alpha(r+1/r)$, which is smallest for a circle, where it equals $4\alpha$. Ellipticity is thus not needed for this drive, which itself breaks the symmetry about $x$. If $B_z$ alone is modulated, the relative threshold is the same, but it refers to the larger field:
\begin{equation}
b_{z,\rm th}=2\alpha B_z\left(r+\frac1r\right)=2\alpha\sqrt{B_yB_z}\,(r^2+1).
\end{equation}
Equation (\ref{uni}) can be written $b_{\rm th}=2\alpha\sqrt{B_yB_z}\,(r^2+1)/(r^2-1)$, so the field amplitude needed when $B_z$ alone is modulated is $r^2-1$ times the uniaxial one, which is larger only if $r^2>2$.

When $\eta_y=\eta_z=\eta$ the coupling $V$ vanishes, and in the linear equations (\ref{lin}) the absence of instability holds beyond leading order. Every term on their right-hand side is proportional to a stiffness, so all of them acquire the common factor $1+\eta\cos\Omega t$. For $|\eta|<1$, define a new time by $d\tau=(1+\eta\cos\Omega t)\,dt$. In $\tau$ the equations are those of the undriven magnet, and over one pump period $\tau$ advances by the same amount as $t$. The decay per period is therefore unchanged. The drive merely speeds up and slows down the motion along its usual spiral. Circular precession under uniaxial modulation is a special case.

As a numerical example, take a disc $2\,$nm thick and $100\,$nm wide with $M_s=1.00\,$MA/m, $\alpha=0.01$, $B_0=20.0\,$mT, $K=5.0\,$kJ/m$^3$ and $K_i=0.80\,$mJ/m$^2$. Then $2K/M_s=10.0\,$mT and $B_p=1256.6-800.0=456.6\,$mT, so
\begin{equation}
B_y=30.0\ \mathrm{mT},\qquad B_z=486.6\ \mathrm{mT},\qquad r=\sqrt{486.6/30.0}=4.03 .
\end{equation}
With $\gamma/2\pi=28.025\,$GHz/T the resonance is at $3.39\,$GHz and the tuned pump at $6.77\,$GHz. The decay rate is $\Gamma=0.455\,$ns$^{-1}$, or $\Gamma/2\pi=72.4\,$MHz, and $\Gamma/\omega_0=0.021$. The strong-ellipse limit $2\alpha\omega_0/\gamma$ is $2.417\,$mT, and the full tuned threshold is
\begin{equation}
b_{\rm th}=2.417\times\frac{486.6+30.0}{486.6-30.0}\ \mathrm{mT}=2.73\ \mathrm{mT},
\end{equation}
about 9 percent of $B_y$.

These values can be set against direct integration of the full vector equation over one pump period, starting from two small independent tilts. The eigenvalues of the resulting $2\times2$ map tell whether tilts grow. The map also gives $2.73\,$mT. With the pump $0.2\,$GHz too high it gives $4.73\,$mT, where (\ref{uni}) gives $4.66\,$mT. The difference has the sign of the second-order shifts: both lower the resonance and so put a high pump further off tune. Here $V^2/4\omega_0\simeq0.007\,$ns$^{-1}$ and $\kappa^2/2\omega_0\simeq0.004\,$ns$^{-1}$, which together raise the required drive by about 1.1 percent. A third shift, $-\alpha^2\omega_0\simeq-0.002\,$ns$^{-1}$, from the terms of order $\alpha^2$ dropped in $\lambda\simeq-\Gamma\pm i\omega_0$, adds about 0.2 percent, which accounts for nearly all of the 1.4 percent found. The comparison was repeated for $r=4.03$ and $r=\sqrt2$, for uniaxial, $B_y$-only and $B_z$-only modulation, and for $\delta=0,\pm2\Gamma$. The largest error, relative to (\ref{threshold}), was 1.7 percent at $\alpha=0.01$ and 0.16 percent at $\alpha=0.001$, as expected of a leading-order result.

At 1.5 times the tuned threshold, (\ref{growth}) gives a growth rate $0.5\,\Gamma=0.227\,$ns$^{-1}$, and the map agrees to three digits. A tilt then takes $4.4\,$ns to grow by a factor $e$, so at this drive a much shorter pump burst gives little growth. The unstable pump window is $324\,$MHz wide. With both stiffnesses modulated by 50 percent, the map gives a decay rate of $0.455\,$ns$^{-1}$, that of the undriven magnet.

The threshold concerns growth from small tilts. In the full nonlinear motion, started at $1^\circ$ and followed for $148\,$ns, the tilt dies out at 0.8 times the threshold. At 1.2 times the threshold, the largest in-plane angle in the last tenth of the run is $17.5^\circ$. The linear theory does not predict this angle.

To convert the threshold into a voltage, let a piezoelectric film put the magnet under uniaxial stress $\sigma$ along $x$. With isotropic magnetostriction $\lambda$ the energy is $-\tfrac32\lambda\sigma m_x^2$, so $k=\tfrac32\lambda\sigma$. For $\lambda=3.0\times10^{-5}$ and a Young modulus of $160\,$GPa,
\begin{equation}
k_{\rm th}=\tfrac12M_sb_{\rm th}=1.37\ \mathrm{kJ/m^3},\quad
\sigma_{\rm th}=\frac{k_{\rm th}}{1.5\,\lambda}=30\ \mathrm{MPa},\quad
\varepsilon_{\rm th}=1.9\times10^{-4}.
\end{equation}
An effective coefficient of $5\,$pm/V, meaning strain along $x$ per field in the film, then requires $0.38\,$MV/cm, which is an amplitude of $3.8\,$V across $100\,$nm.

The parameters are rough values for a CoFeB-like layer on ferroelectric scandium aluminium nitride, a material family used in gigahertz filters. The least certain is the effective coefficient, because it assumes an electrode and support geometry that produces uniaxial stress. A film with its polar axis along the normal, driven between plane electrodes, tends instead to strain equally along $x$ and $y$. Equal stresses give $-\tfrac32\lambda\sigma(m_x^2+m_y^2)=\tfrac32\lambda\sigma m_z^2$ plus a constant, which modulates $B_z$ alone. The required stress rises by the factor $r^2-1=15.2$, to about $460\,$MPa. With the stress per unit field held fixed, the drive would be $5.8\,$MV/cm, above a rough quasi-static coercive field of $3\,$MV/cm, whereas the uniaxial drive uses 13 percent of it. This is a scale and not a sharp limit: the coercive field depends on the scandium content and rises with frequency, and at several MV/cm leakage and breakdown may set the limit instead. By (\ref{uni}) the tuned uniaxial threshold is proportional to $\alpha$, so for this magnet the change from uniaxial to equal stresses costs roughly as much as a 15-fold increase of damping would. The comparison is only rough, since at such damping the threshold exceeds $B_y$ and the weak-drive condition is lost. The coefficient is also quasi-static. At a sound speed of $8000\,$m/s the acoustic wavelength is $1.2\,\mu$m, much longer than the disc is wide, but mechanical resonances of the whole structure can change the strain per volt, and the threshold voltage changes inversely.

Other neglected effects can be sized for the same disc. At $300\,$K the rms in-plane thermal tilt is $5.4^\circ$, so the onset is a growth out of noise and not out of rest. An orbit of energy $k_BT$ has its frequency lowered by $8\,$MHz, which by itself raises the threshold at fixed pump by 0.6 percent. The finite width of the disc matters more. Treated as a flat spheroid, it resonates at $3.18\,$GHz, and the threshold after retuning is $2.61\,$mT, 5 percent lower. If the pump is not retuned, the offset of $207\,$MHz is about three times the decay rate of the spheroid, $\Gamma/2\pi=64\,$MHz, and (\ref{uni}) gives about $8.8\,$mT, 3.2 times the film value. The spheroid understates the effect for a disc with a flat rim. A uniformly magnetized cylinder of the same size has a demagnetizing factor of $0.939$ along its normal, against $0.969$ for the spheroid, which roughly doubles the offset and raises the threshold of the uniform mode without retuning about sevenfold. That drive is about two thirds of $B_y$ and no longer weak, and another mode of the disc may go unstable before it is reached. In practice the pump frequency must therefore be set from the measured resonance. The single-mode treatment is itself an assumption. With exchange stiffness $15\,$pJ/m and no dipolar correction, the next mode of the disc would lie near $5.4\,$GHz, because exchange adds about $41\,$mT to both stiffness fields. The static demagnetizing field along $x$ is left out of that estimate. For the cylinder it averages about $38\,$mT, and it is strongest near the two ends of the disc along $x$. It can therefore bring a mode in which these ends tilt oppositely well below that estimate: subtracting $38\,$mT from the stiffnesses puts it near $3\,$GHz, close to half the nominal pump frequency. Nonuniform motion can also shift the lowest resonance further. The mode spectrum of the actual disc should be known before a pump frequency is chosen. Dielectric heating, for a loss tangent of 0.01, a thermal conductivity of $1.4\,$W/(m$\,$K) and a field confined beneath the disc, is estimated at $0.1\,$K, and a larger electrode would dissipate more. The numerical output lists the values used here, apart from those for the cylinder and for the disc without retuning.

\section*{Calculated quantities}
\begin{verbatim}
Ms 1.00 MA/m; disc 2 nm thick, 100 nm wide
damping 0.01; B0 20.0 mT; K 5.0 kJ/m3
interface anisotropy 0.80 mJ/m2
gamma/2pi 28.025 GHz/T; 2K/Ms 10.0 mT
mu0 Ms 1256.6 mT; interface field 800.0 mT
net easy-plane field Bp 456.6 mT
By 30.0 mT; Bz 486.6 mT; axis ratio r 4.028
resonance 3.3862 GHz; pump 6.7723 GHz
decay rate G 0.4549 /ns; G/2pi 72.39 MHz; G/w0 0.0214
period map: resonance 3.3852 GHz, G 0.4548 /ns, r 4.028
worst threshold error, damping 0.01: 1.713 percent
worst threshold error, damping 0.001: 0.1605 percent
tuned threshold b: formula 2.7341 mT, period map 2.7346 mT
strong-ellipse limit 2 alpha w0/gamma 2.4165 mT
pump 0.2 GHz high: formula 4.6624 mT, period map 4.7290 mT
growth at 1.5 threshold: formula 0.2274, map 0.2271 /ns
full pump window at 1.5 threshold 323.8 MHz
equal 50 percent modulation: rate -0.4548 /ns
circular, 50 percent: rate -0.05282, undriven -0.05283 /ns
start tilt 1.0 deg; run 147.7 ns
final in-plane angle at 0.8 threshold 3.80e-06 deg
final in-plane angle at 1.2 threshold 17.50 deg
magnetostriction 3.0e-05; Young modulus 160 GPa
threshold anisotropy amplitude 1.367 kJ/m3
threshold stress 30.38 MPa; strain 1.899e-04
effective piezo coefficient 5.0 pm/V; film 100 nm
drive field 0.380 MV/cm; voltage amplitude 3.80 V
mz^2-only threshold: formula 41.62, map 41.62 mT
equal in-plane stresses need 462.4 MPa; r^2-1 = 15.22
coercive field, rough 3.0 MV/cm; drive/coercive 0.127
temperature 300 K; thermal rms in-plane tilt 5.37 deg
orbit of energy kT: amplitude 7.61 deg
its frequency shift -8.04 MHz; threshold factor 1.0061
spheroid estimate: Nz 0.9694, resonance 3.1789 GHz
spheroid estimate: retuned threshold 2.6099 mT
exchange stiffness 15 pJ/m; exchange field 40.68 mT
next exchange mode, no dipolar correction 5.410 GHz
sound speed 8000 m/s; acoustic wavelength 1181 nm
relative permittivity 16; loss tangent 0.01
heat conductivity 1.4 W/(m K); dielectric power 34.13 nW
estimated dielectric heating 0.122 K
\end{verbatim}
